# Perpendicular field for Landau filling factor four in a silicon inversion layer: verification in Python

```python
# Result under test: an electron layer of density n has Landau filling factor
# nu = n h/(e B), so nu = 4 requires B = n h/(4 e), whatever the mass.
# Every spin and valley level is counted separately in nu.
# h: Planck constant, e: elementary charge, B: field normal to the layer.
# Example: (100) silicon inversion layer with rough typical parameters.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigvalsh, eigh_tridiagonal
from scipy.optimize import brentq
from scipy.special import ai_zeros

h, hbar, e, m0 = const.h, const.hbar, const.e, const.m_e
kB, eps0 = const.k, const.epsilon_0
mu_B = const.physical_constants["Bohr magneton"][0]
meV = 1e-3 * e

# Inputs in SI units
density = 4e15
filling = 4
mass_ratio = 0.19
mass = mass_ratio * m0
normal_mass_low, normal_mass_high = 0.92, 0.19
g_factor = 2.0
valley_split = 0.1 * meV
mobility = 2.0
temperature = 1.5
oxide_thickness = 100e-9
depletion = 1e15
eps_si, eps_ox = 11.7, 3.9

# Derived field and scales
B = density * h / (filling * e)
degeneracy = e * B / h
length = np.sqrt(hbar / (e * B))
cyclotron = hbar * e * B / mass
zeeman = g_factor * mu_B * B


def torus_hamiltonian(size, flux, tx, ty):
    """Square lattice on a torus pierced by an integer number of flux quanta."""
    alpha = flux / size**2
    H = np.zeros((size**2, size**2), dtype=complex)
    for x in range(size):
        for y in range(size):
            i = x * size + y
            H[x * size + (y + 1) % size, i] -= ty * np.exp(2j*np.pi*alpha*x)
            wrap = -2 * np.pi * alpha * size * y if x == size - 1 else 0.0
            H[((x + 1) % size) * size + y, i] -= tx * np.exp(1j * wrap)
    return H + H.conj().T


# Test: the lowest level holds one state per flux quantum, for unequal
# masses and also with disorder; its distance to the next is hbar omega_c.
rng = np.random.default_rng(7)
size, tx, ty = 24, 1.0, 0.6
counts = []
for flux in (8, 12, 16):
    H = torus_hamiltonian(size, flux, tx, ty)
    top = flux + flux // 2
    clean = eigvalsh(H, subset_by_index=[0, top])
    dirty = eigvalsh(H + np.diag(rng.uniform(-0.2, 0.2, size**2)),
                     subset_by_index=[0, top])
    found_clean = int(np.argmax(np.diff(clean))) + 1
    found_dirty = int(np.argmax(np.diff(dirty))) + 1
    assert found_clean == flux and found_dirty == flux
    # Continuum spacing; the lattice lowers it by a few percent.
    continuum_gap = 4 * np.pi * flux / size**2 * np.sqrt(tx * ty)
    assert abs((clean[flux] - clean[flux-1]) / continuum_gap - 1) < 0.06
    counts.append((flux, found_clean, found_dirty))

# Test: white-noise disorder of site variance w^2 gives a level variance
# w^2 times the number of level states per site (statistical tolerance).
flux, w = 12, 0.02
H = torus_hamiltonian(size, flux, tx, ty)
centre = eigvalsh(H, subset_by_index=[0, flux - 1]).mean()
moments = []
for _ in range(30):
    levels = eigvalsh(H + np.diag(rng.normal(0, w, size**2)),
                      subset_by_index=[0, flux - 1])
    moments.append(np.mean((levels - centre)**2))
variance_ratio = np.mean(moments) / (w**2 * flux / size**2)
assert abs(variance_ratio - 1) < 0.10

# Test of the final field: add the densities of the lowest-level orbitals,
# each normalized by quadrature, at a point two magnetic lengths from centre.
r = 2.0
orbital_sum = 0.0
for m in range(36):
    norm = quad(lambda x: 2*np.pi * x**(2*m + 1) * np.exp(-x*x/2),
                0, 25, limit=200)[0]
    orbital_sum += r**(2*m) * np.exp(-r*r/2) / norm
summed_density = 4 * orbital_sum / length**2
assert abs(summed_density / density - 1) < 1e-6

# Test: at zero field, plane waves up to hbar omega_c hold the density n
# (two spins, two valleys); the tolerance covers the finite box.
box = 5e-6
k = 2 * np.pi / box * np.arange(-150, 151)
kinetic = hbar**2 * (k[:, None]**2 + k[None, :]**2) / (2 * mass)
plane_wave_density = 4 * np.count_nonzero(kinetic < cyclotron) / box**2
assert abs(plane_wave_density / density - 1) < 0.01
fermi = 2 * np.pi * hbar**2 * density / (4 * mass)

# Level order and the one-electron gap above the fourth level
ladder = np.array([cyclotron*(N + 0.5) + s*zeeman/2 + v*valley_split/2
                   for N in range(20) for s in (-1, 1) for v in (-1, 1)])
ordered = np.sort(ladder)
assert int(np.argmax(np.diff(ordered[:8]))) == 3
gap = ordered[4] - ordered[3]
assert abs(gap / (cyclotron - zeeman - valley_split) - 1) < 1e-9

# Thermal promotion out of the lowest orbital level, sharp levels
kT = kB * temperature


def occupation(mu):
    return 1 / (np.exp(np.clip((ladder - mu) / kT, -600, 600)) + 1)


mu = brentq(lambda z: occupation(z*meV).sum() - filling,
            ordered[3]/meV, ordered[4]/meV, xtol=1e-13) * meV
promoted = occupation(mu)[4:].sum() / filling
promoted_formula = (np.cosh(valley_split/(2*kT)) * np.cosh(zeeman/(2*kT))
                    * np.exp(-cyclotron/(2*kT)))
assert abs(promoted / promoted_formula - 1) < 0.01

# Disorder width for short-range scatterers, from the mobility
tau = mass * mobility / e
collision = hbar / tau
width = np.sqrt(cyclotron * collision / (2 * np.pi))

# Repulsion scale with the mean permittivity of silicon and oxide
eps_mean = (eps_si + eps_ox) / 2
coulomb = e**2 / (4 * np.pi * eps_mean * eps0 * length)

# Electric subbands: triangular well with a hard wall at the oxide
well_field = e * (depletion + density/2) / (eps_si * eps0)
airy = -ai_zeros(2)[0]


def subbands(mz):
    points, depth = 3000, 60e-9
    dz = depth / (points + 1)
    z = dz * np.arange(1, points + 1)
    hop = hbar**2 / (2 * mz * m0 * dz**2) / meV
    values = eigh_tridiagonal(2*hop + e*well_field*z/meV,
                              -hop*np.ones(points - 1), select="i",
                              select_range=(0, 1), eigvals_only=True)
    scale = (hbar**2 * (e*well_field)**2 / (2*mz*m0))**(1/3) / meV
    assert np.allclose(values, scale * airy, rtol=1e-3)
    return values


low = subbands(normal_mass_low)
high = subbands(normal_mass_high)
next_same = low[1] - low[0]
next_other = high[0] - low[0]
assert min(next_same, next_other) > 2 * cyclotron / meV

# Gate: bound on the density change at fixed gate voltage, and oxide field
capacitance = eps_ox * eps0 / oxide_thickness
density_shift = capacitance * cyclotron / e**2 / density
oxide_field = e * (density + depletion) / (eps_ox * eps0)


def show(label, value, unit="", fmt=".4g"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


show("Electron density", density/1e4, "cm^-2")
show("Filling factor", filling)
show("In-plane mass", mass_ratio, "m_e")
show("Normal mass, lower valleys", normal_mass_low, "m_e")
show("Normal mass, other valleys", normal_mass_high, "m_e")
show("g factor", g_factor)
show("Valley splitting", valley_split/meV, "meV")
show("Mobility", mobility*1e4, "cm^2/Vs")
show("Temperature", temperature, "K")
show("Oxide thickness", oxide_thickness*1e9, "nm")
show("Depletion density", depletion/1e4, "cm^-2")
show("Relative permittivity, silicon", eps_si)
show("Relative permittivity, oxide", eps_ox)
show("Flux quantum h/e", h/e, "T m^2", ".6e")
show("FIELD for filling factor 4", B, "T", ".4f")
show("States per level and area", degeneracy/1e4, "cm^-2")
show("Field if four orbital levels are full", B/4, "T", ".4f")
show("Magnetic length", length*1e9, "nm")
for flux, a, b in counts:
    print(f"Lattice: {flux} flux quanta, {a} states; disordered {b}")
show("Density from orbital sum", summed_density/1e4, "cm^-2", ".6e")
show("Density from plane waves", plane_wave_density/1e4, "cm^-2")
show("Cyclotron energy", cyclotron/meV, "meV")
show("Zero-field Fermi energy", fermi/meV, "meV")
show("Zeeman splitting", zeeman/meV, "meV", ".3f")
show("One-electron gap at filling 4", gap/meV, "meV", ".3f")
show("Thermal energy at 1.5 K", kT/meV, "meV", ".3f")
show("Thermal energy at 300 K", kB*300/meV, "meV", ".2f")
show("Promoted fraction, Fermi sum", promoted, "", ".2e")
show("Promoted fraction, formula", promoted_formula, "", ".2e")
show("Scattering time", tau*1e12, "ps", ".2f")
show("Collision energy hbar/tau", collision/meV, "meV", ".3f")
show("Disorder width (std. deviation)", width/meV, "meV", ".3f")
show("Lattice variance / formula", variance_ratio, "", ".3f")
show("Mean relative permittivity", eps_mean)
show("Repulsion scale", coulomb/meV, "meV", ".2f")
show("Repulsion / cyclotron energy", coulomb/cyclotron, "", ".2f")
show("Field in silicon well", well_field/1e8, "MV/cm", ".4f")
show("Next subband, same valleys", next_same, "meV above lowest", ".1f")
show("Lowest subband, other valleys", next_other, "meV above lowest", ".1f")
show("Gate-induced density change, bound", density_shift*100, "%", ".2f")
show("Matching field shift, bound", density_shift*B, "T", ".4f")
show("Oxide field", oxide_field/1e8, "MV/cm", ".3f")
print("all tests passed")
```

Printed output:

```
Electron density: 4e+11 cm^-2
Filling factor: 4
In-plane mass: 0.19 m_e
Normal mass, lower valleys: 0.92 m_e
Normal mass, other valleys: 0.19 m_e
g factor: 2
Valley splitting: 0.1 meV
Mobility: 2e+04 cm^2/Vs
Temperature: 1.5 K
Oxide thickness: 100 nm
Depletion density: 1e+11 cm^-2
Relative permittivity, silicon: 11.7
Relative permittivity, oxide: 3.9
Flux quantum h/e: 4.135668e-15 T m^2
FIELD for filling factor 4: 4.1357 T
States per level and area: 1e+11 cm^-2
Field if four orbital levels are full: 1.0339 T
Magnetic length: 12.62 nm
Lattice: 8 flux quanta, 8 states; disordered 8
Lattice: 12 flux quanta, 12 states; disordered 12
Lattice: 16 flux quanta, 16 states; disordered 16
Density from orbital sum: 4.000000e+11 cm^-2
Density from plane waves: 4.005e+11 cm^-2
Cyclotron energy: 2.52 meV
Zero-field Fermi energy: 2.52 meV
Zeeman splitting: 0.479 meV
One-electron gap at filling 4: 1.941 meV
Thermal energy at 1.5 K: 0.129 meV
Thermal energy at 300 K: 25.85 meV
Promoted fraction, Fermi sum: 2.05e-04
Promoted fraction, formula: 2.05e-04
Scattering time: 2.16 ps
Collision energy hbar/tau: 0.305 meV
Disorder width (std. deviation): 0.350 meV
Lattice variance / formula: 0.963
Mean relative permittivity: 7.8
Repulsion scale: 14.63 meV
Repulsion / cyclotron energy: 5.81
Field in silicon well: 0.0464 MV/cm
Next subband, same valleys: 16.8 meV above lowest
Lowest subband, other valleys: 15.6 meV above lowest
Gate-induced density change, bound: 0.14 %
Matching field shift, bound: 0.0056 T
Oxide field: 0.232 MV/cm
all tests passed
```
